# Three-Omega Response of Layered Dielectrics by Recursive Surface Impedances

A narrow metal line lies on a stack of low-permittivity dielectric films on a silicon wafer. An alternating current heats the line, and the line's own resistance reports its temperature. Heat goes down through the poorly conducting films, spreads sideways within them, and enters the silicon. How large is the temperature oscillation, and what does it tell us about the films?

## From current to temperature

Let the current be $I_0\cos\omega t$ and the resistance $R_0$. The power is

$$I_0^2R_0\cos^2\omega t=\tfrac12I_0^2R_0(1+\cos2\omega t).$$

Its oscillating part has frequency $\Omega=2\omega$ and amplitude $I_0^2R_0/2$. Divided by the line length, this amplitude is called $p$. The temperature oscillation, averaged over the line's width, is $\mathrm{Re}(\theta e^{i\Omega t})$, where $\theta=|\theta|e^{i\phi}$.

If the resistance is $R_0(1+\alpha T)$ and the current amplitude is held fixed, the voltage contains

$$\alpha I_0R_0|\theta|\cos\omega t\cos(2\omega t+\phi)
=\tfrac12\alpha I_0R_0|\theta|\,[\cos(3\omega t+\phi)+\cos(\omega t+\phi)].$$

With $V_0=I_0R_0$, the third harmonic has complex amplitude

$$V_3=\tfrac12\alpha V_0\theta .$$

The thermal problem is to find $\theta/p$. We assume linear Fourier conduction, a long line without heat capacity, uniform heat flux under it, and an insulated surface elsewhere. Fourier's law contains neither $\hbar$ nor the electron charge, so the equations have the same form in atomic units.

## One film, by hand

Take a static, isotropic film of thickness $d$ and conductivity $\kappa$ on a perfect heat sink. Let $z$ point downward from the surface, and let the temperature vary along the surface as $e^{ikx}$. Then $T''=k^2T$, and the solution that vanishes at $z=d$ is

$$T=A\sinh k(d-z),\qquad F=-\kappa T'=\kappa kA\cosh k(d-z),$$

where $F$ is the downward flux. The surface impedance, temperature divided by flux at $z=0$, is

$$Z(k)=\frac{\tanh kd}{\kappa k}.$$

For $kd\ll1$ this is $d/\kappa$, the resistance of a slab crossed by vertical heat flow. For $kd\gg1$ it is $1/(\kappa k)$: a pattern finer than the film closes its heat flow near the surface and does not sense the sink.

The same result can be written in a form suited to stacking. Define

$$r=\frac{\kappa kZ-1}{\kappa kZ+1},\qquad Z=\frac{1}{\kappa k}\,\frac{1+r}{1-r}.$$

At the sink $Z=0$, so $r=-1$. At the top, $r=-e^{-2kd}$ reproduces the impedance above, because $(1-e^{-2kd})/(1+e^{-2kd})=\tanh kd$. If the film is cut into two halves, each multiplies $r$ by $e^{-kd}$, and the product is again $e^{-2kd}$. The cut has no effect, as it should.

## Any number of layers

Layer by layer, let $\kappa_x$ and $\kappa_z$ be the in-plane and vertical conductivities, $C$ the heat capacity per volume, and $R$ the resistance of the interface below the layer. With time factor $e^{i\Omega t}$, the heat equation becomes

$$\kappa_zT''=sT,\qquad s=\kappa_xk^2+i\Omega C .$$

Build the stack upward and let $h$ be the thickness already added in the current layer. Since $h$ increases upward, $dT/dh=-T'=F/\kappa_z$. Also $dF/dh=\kappa_zT''=sT$. Therefore

$$\frac{dZ}{dh}=\frac{1}{F}\frac{dT}{dh}-\frac{T}{F^2}\frac{dF}{dh}
=\frac1{\kappa_z}-sZ^2 .$$

The first term is the added series resistance. The second lowers the impedance, because the new material carries heat sideways and stores it.

Define the admittance $\gamma=\sqrt{\kappa_zs}$ with positive real part. The growth stops at $Z=1/\gamma$, which is the impedance of a half-space: there $T\propto e^{-\gamma z/\kappa_z}$, so $F=\gamma T$. To solve the equation away from this value, put

$$r=\frac{\gamma Z-1}{\gamma Z+1}.$$

Using $dZ/dh=(1-\gamma^2Z^2)/\kappa_z$,

$$\frac{dr}{dh}=\frac{2\gamma}{(\gamma Z+1)^2}\frac{dZ}{dh}
=-\frac{2\gamma}{\kappa_z}\frac{(\gamma Z-1)(\gamma Z+1)}{(\gamma Z+1)^2}
=-\frac{2\gamma}{\kappa_z}\,r .$$

So $r$ decays exponentially with thickness. The algorithm for each $k$ is:

1. Start with $Z=1/\gamma$ of the base half-space. A base held cold has $Z=0$ instead.
2. Going upward, add the resistance of the next interface: $Z\leftarrow Z+R$. The flux is continuous there and the temperature jumps by $RF$.
3. With the new layer's $\gamma$, form $r=(\gamma Z-1)/(\gamma Z+1)$.
4. Multiply: $r'=r\,e^{-2\gamma d/\kappa_z}$.
5. Set $Z=(1+r')/[\gamma(1-r')]$ and go to the next layer.

For two layers of contrasting conductivity on a half-space, this recursion agreed with matrix exponentials of the equations for $T$ and $F$ to a relative error of $1.3\times10^{-16}$ at $k=0.1$, 1 and 5 in dimensionless units. The layers are specified below, where the same stack serves a second test.

## Why the recursion is stable

Multiply the flux by the conjugate temperature and differentiate:

$$\frac{d}{dz}(T^*F)=-\kappa_z|T'|^2-s|T|^2 .$$

Integrate from the surface down into the half-space, where $T^*F$ vanishes. Each interface contributes $R|F|^2$, so

$$T_0^*F_0=\int_0^\infty(\kappa_z|T'|^2+s|T|^2)\,dz+\sum R|F|^2 .$$

The right side has positive real part and non-negative imaginary part. Since $Z=(T_0^*F_0)^*/|F_0|^2$, we have $\mathrm{Re}\,Z>0$ and $\mathrm{Im}\,Z\le0$: the temperature lags the flux. The phase of $Z$ thus lies between $-\pi/2$ and 0, with the lower end excluded. That of $\gamma$ lies between 0 and $\pi/4$. Hence $\mathrm{Re}(\gamma Z)>0$ and $|r|<1$.

As long as $\gamma\ne0$, no denominator in the recursion can then vanish, and an error in $r$ at the bottom of a layer is reduced on the way to its top. The point $k=\Omega=0$, where $\gamma=0$, must be avoided, and digits are lost near it: for a static film on a sink $1+r'$ cancels, and the relative error reaches about $10^{-7}$ at $kd=10^{-10}$. A transfer matrix written with $\cosh(\gamma d/\kappa_z)$ lacks this protection. It overflows in double precision at the largest wavenumbers used below, where $kd$ exceeds $10^5$ for a 300 nm film.

## The integral over heater width

A line of half-width $b$ supplies the flux $p/(2b)$ for $|x|<b$. Its Fourier transform is

$$\frac{p}{2b}\int_{-b}^{b}e^{-ikx}dx=p\,\frac{\sin kb}{kb}.$$

The surface temperature is this multiplied by $Z(k)$ and transformed back. Averaging $e^{ikx}$ over the width supplies a second factor $\sin(kb)/(kb)$. Since $Z$ is even in $k$,

$$\theta=\frac p\pi\int_0^\infty Z(k)\left[\frac{\sin kb}{kb}\right]^2dk .$$

The integrand has structure at small $k$, set by the diffusion length, and it oscillates at large $k$. The interval is therefore divided into panels with 12 Gauss points each. They are logarithmic up to $\pi/b$ and have width $\pi/b$ from there to $K=40\pi/b$. Beyond $K$, $\sin^2kb=\frac12-\frac12\cos2kb$ is replaced by $\frac12$, and logarithmic panels continue to $10^5K$.

To size the dropped cosine, write $f=Z/(kb)^2$ and integrate by parts twice. The first boundary term vanishes because $\sin2Kb=0$, and to leading order

$$\frac12\int_K^\infty f\cos2kb\,dk\approx-\frac{f'(K)}{8b^2}.$$

If $Z\propto1/k$ at $K$, then $f'=-3f/K$ and the term is $3Z(K)/(8K^3b^4)$. With $Kb=40\pi$ it is negligible here.

## Identical layers and the homogeneous solid

If every layer equals the base and every $R$ is zero, the recursion starts with $\gamma Z=1$. Then $r=0$ in each layer and $Z=1/\gamma$ at the surface, whatever the number and thickness of the layers. With $q^2=i\Omega C/\kappa_x$,

$$Z=\frac{1}{\sqrt{\kappa_x\kappa_z}\,\sqrt{k^2+q^2}} .$$

This case can also be computed in real space. The squared sine factor is the average of $\cos k(x-x')$ over all pairs of points on the heater, whose separation $s$ has density $(2b-s)/(2b^2)$ on $0<s<2b$. In the rest of this section $s$ denotes that separation. Since $\int_0^\infty\cos(ks)/\sqrt{k^2+q^2}\,dk=K_0(qs)$, a modified Bessel function,

$$\theta=\frac{p}{\pi\sqrt{\kappa_x\kappa_z}}\int_0^{2b}\frac{2b-s}{2b^2}K_0(qs)\,ds .$$

For a test, take $\kappa_x=2$, $\kappa_z=0.7$, $C=1.3$, $\Omega=0.5$ and $b=1$, with five layers of thickness 0.05, 0.3, 0.11, 0.9 and 2 on the same solid. The recursion and Fourier integral agree with the real-space formula to a relative $9.0\times10^{-10}$.

When the diffusion length is much larger than the heater, $|qb|\ll1$ and $K_0(qs)\approx-\ln(qs/2)-\gamma_E$, with Euler's constant $\gamma_E\approx0.577$. Put $s=2bu$. The average of $\ln s$ is

$$2\int_0^1(1-u)(\ln2b+\ln u)\,du=\ln2b+2\left(-1+\tfrac14\right)=\ln2b-\tfrac32 .$$

Hence

$$\theta\approx\frac{p}{\pi\sqrt{\kappa_x\kappa_z}}\left[\tfrac32-\gamma_E-\ln(qb)\right].$$

Because $q=|q|e^{i\pi/4}$ and $|q|\propto\Omega^{1/2}$, an isotropic solid gives

$$\frac{d\,\mathrm{Re}\,\theta}{d\ln\omega}=-\frac{p}{2\pi\kappa},\qquad \mathrm{Im}\,\theta=-\frac{p}{4\kappa}.$$

The slope yields the conductivity without knowledge of $b$ or $C$.

## What identical layers cannot reveal

With $r=0$, any factor multiplying $r$ drops out. Suppose the 2 in the exponent is wrongly replaced by 1. The identical-layer test gives the same error, $9.0\times10^{-10}$, and passes. Cutting a film on a sink into halves does not expose the fault either, because the wrong exponentials also multiply correctly.

The thin-film limit does expose it. For a static film on a sink, the wrong factor gives $r'\approx-(1-kd)$ and

$$Z\approx\frac{1}{\kappa k}\,\frac{kd}{2}=\frac{d}{2\kappa},$$

half the true resistance.

A test of the whole method needs contrasting layers. Take $b=\Omega=1$ and, from the top, a layer with $d=0.5$, $\kappa_x=0.6$, $\kappa_z=0.4$, $C=1$, $R=0.3$, then one with $d=0.8$, $\kappa_x=\kappa_z=1.5$, $C=0.7$, $R=0.1$, on a base with $\kappa=3$, $C=1$. A finite-volume solution of the two-dimensional heat equation differs from the correct recursion by 0.19 % with 20 cells per unit length near the heater and by 0.053 % with 40. The faulty exponent changes the result by 18 %.

## How much a film's resistance is reduced by spreading

For a wide heater one is tempted to use the series value $pd/(2b\kappa_z)$. The static film on a perfect sink gives the correction in closed form. With $d'=d\sqrt{\kappa_x/\kappa_z}$,

$$Z(k)=\frac{\tanh kd'}{\sqrt{\kappa_x\kappa_z}\,k},\qquad Z(0)=\frac{d}{\kappa_z}.$$

Replacing $Z(k)$ by $Z(0)$ gives the series value, because the squared sine factor integrates to $\pi/(2b)$. The amount to subtract is

$$\Delta=\frac{p}{\pi b^2\sqrt{\kappa_x\kappa_z}}\int_0^\infty\sin^2(kb)\,\frac{kd'-\tanh kd'}{k^3}\,dk .$$

The fraction is even and smooth on the real axis, and its nearest pole is at $k=i\pi/(2d')$. The $\cos2kb$ part of $\sin^2kb$ therefore contributes terms of order $e^{-\pi b/d'}$, which we drop. With $u=kd'$ the rest is $d'^2J/2$, where $J=\int_0^\infty(u-\tanh u)u^{-3}du$.

To evaluate $J$, use the partial fractions $\tanh u=\sum_n2u/(u^2+a_n^2)$ with $a_n=(n+\frac12)\pi$, $n\ge0$. Dividing by $u$ and letting $u\to0$ shows that $\sum_n2/a_n^2=1$. Thus

$$\frac{u-\tanh u}{u^3}=\sum_n\frac{2}{u^2}\left[\frac1{a_n^2}-\frac1{u^2+a_n^2}\right]=\sum_n\frac{2}{a_n^2(u^2+a_n^2)} .$$

Each term integrates to $\pi/a_n^3$. Since $\sum_n(2n+1)^{-3}=\frac78\zeta(3)$,

$$J=\frac{8}{\pi^2}\cdot\frac78\zeta(3)=\frac{7\zeta(3)}{\pi^2}.$$

Dividing $\Delta=pd'^2J/(2\pi b^2\sqrt{\kappa_x\kappa_z})$ by the series value gives $Jd'/(\pi b)$, so

$$\theta=\frac{pd}{2b\kappa_z}\left[1-\frac{7\zeta(3)}{\pi^3}\frac{d'}{b}\right]+O(e^{-\pi b/d'}) .$$

The coefficient is 0.2714. For $b=1$, $d=0.15$, $\kappa_x=0.6$ and $\kappa_z=0.4$, the full calculation agrees to a relative $7.4\times10^{-9}$. Without the exponential terms the law is low by 0.03 % at $d'=b/2$, by 1.5 % at $d'=b$ and by 19 % at $d'=2b$, the full heater width.

## A low-k stack on silicon

The heater is 10 µm wide and 1 mm long, with $R_0=50\ \Omega$, $\alpha=0.003$ K$^{-1}$ and $V_0=1.414$ V. The power amplitude is $V_0^2/(2R_0)=20$ mW, so $p=20$ W/m. Below it lie two 300 nm low-k films with $\kappa=0.30$ W/(m K), each under a 50 nm cap with 1.5 W/(m K). The heat capacities are 1.2 and 2.0 MJ/(m³ K). Each of the four interfaces has 10 m² K/GW, and the silicon has 140 W/(m K) and 1.65 MJ/(m³ K).

The series resistance of the films can be added by hand, in m² K/GW:

$$2\cdot\frac{300}{0.30}+2\cdot\frac{50}{1.5}+4\cdot10=2106.7 .$$

For bare silicon at a current frequency of 1 kHz, the thermal length $1/|q|$ is 82.2 µm. The logarithmic formula gives

$$\mathrm{Re}\,\theta=\frac{20}{140\pi}\left[0.923+\ln\frac{82.2}{5}\right]=0.169\ \text{K},$$

in agreement with the full integral. The complete stack gives:

| Current frequency | $\theta$ (K) |
|---|---|
| 100 Hz | $4.201-0.040i$ |
| 1 kHz | $4.147-0.076i$ |
| 10 kHz | $4.044-0.421i$ |
| 100 kHz | $2.178-1.753i$ |

At 1 kHz, $|\theta|=4.148$ K, or 0.357 meV as $k_B|\theta|$, and $|V_3|=\frac12(0.003)(1.414)(4.148)$ V $=8.80$ mV.

The fall at high frequency fits heat storage in the films. Their heat capacity per area is $2(0.36+0.10)=0.92$ J/(m² K). Multiplied by $\Omega$ and the series resistance, this gives about 0.02 at 1 kHz but 2.4 at 100 kHz, where the films can no longer follow quasi-statically.

Between 100 Hz and 1 kHz, $\mathrm{Re}\,\theta$ drops by 0.054 K. The slope formula then returns 136 W/(m K) for the silicon, 3 % below the input. Film heat storage, which adds to the drop, is the cause: with the films' heat capacity set to zero, the slope returns 140.1 W/(m K).

Now subtract the bare-silicon response at 1 kHz and convert to resistance:

$$(4.1473-0.1693)\,\text{K}\times\frac{10^{-5}\,\text{m}}{20\,\text{W/m}}=1989\ \text{m}^2\,\text{K/GW}.$$

This is 5.6 % below the series value. With in-plane conduction in the films switched off and all else fixed, the deficit falls to 0.04 %, so lateral spreading causes it. Lowering just the caps' in-plane conductivity to the low-k value leaves 3.9 %, close to the 3.8 % of the uniform-film law for the same 700 nm. The caps thus account for the remaining 1.7 percentage points.

Someone who ignored spreading, but knew the caps and interfaces, would subtract their 106.7 m² K/GW and infer $600/(1989.0-106.7)=0.319$ W/(m K) for the low-k films, 6 % too high. This figure holds for uniform flux; a real metal heater makes it larger, as shown below.

## Set beside a real test structure

The layer values are rough ones in the regime of porous organosilicate glass on silicon. Films of 300 nm are thick compared with the finest levels of current interconnects. Real interconnects also contain metal lines and vias. These break the assumption of laterally uniform layers, and the result does not apply to them; it describes unpatterned films under a test heater.

For such a heater, the largest computed correction to the in-phase signal comes from the assumption of uniform flux. A heater at uniform temperature would give a value about 3.7 % lower. The 2.4 % in the output below uses 20 strips of constant flux, which are too coarse to resolve the flux peaks at the heater's edges and so understate the reduction. A metal line conducts heat sideways and comes close to that limit: a 200 nm line with a conductivity between 25 and 300 W/(m K) lowers the real part by 3.2 to 3.6 %. The deficit against the series value is then about 9 % instead of 5.6 %, and the low-k conductivity inferred without spreading is about 0.33 W/(m K), 10 to 11 % too high. The other shifts at 1 kHz, each relative to $|\theta|$ and with the rest of the model fixed, are:

- Air above the surface lowers the real part by 1.1 %; radiation lowers it by 0.001 %.
- Low-k films with in-plane conductivity raised by half lower it by 0.5 %.
- The finite heater length lowers it by 0.11 %.
- The heat capacity of a 200 nm metal line shifts the imaginary part by $-1.3$ %.

The last shift is 0.054 K, against a computed imaginary part of only 0.076 K. The out-of-phase signal therefore cannot be interpreted without the heater's heat capacity. The finite length matters little for the films, but it does matter for the silicon slope. It lowers the real part by 0.005 K at 1 kHz and by 0.010 K at 100 Hz, where heat spreads farther beyond the ends. The drop between the two frequencies shrinks by about 11 %, and the slope formula would return about 153 W/(m K). The heater's heat capacity acts the other way and alone would give about 130 W/(m K). The 3 % error above is therefore not an accuracy estimate for a real 1 mm line. At 100 Hz the back of a 700 µm wafer, held cold or insulated, changes the real part by 0.013 %, which moves the slope estimate by about 1 %.

The heater also warms steadily by 4.2 K, which is 1.4 % of 300 K and raises its resistance by 1.3 %. The field averaged over the film thickness is at most 0.02 MV/cm. It is somewhat higher in the low-permittivity films and near the line's edges, but the average is far below breakdown fields of order MV/cm. A grey estimate of the phonon mean free path in silicon gives 40 nm, much less than the heater width. Phonons with much longer paths also carry heat, however, so this average does not bound the departure from Fourier's law. The numerical output below lists most of these values with more digits.

## Table of computed values

```
test: recursion vs matrix exponential, rel. error 1.3e-16
test: identical layers vs real-space solid, rel. error 9.0e-10
test: same check with faulty exponent, rel. error 9.0e-10
test: layered vs finite volume, coarse 1.9e-03, fine 5.3e-04
test: faulty exponent on contrasting layers, rel. error 1.8e-01
test: static film law, rel. error 7.4e-09
spreading coefficient 7 zeta(3)/pi^3 = 0.2714
heater: width 10000 nm, length 1.0 mm, p 20.0 W/m
heater: alpha 0.0030 1/K, R0 50 ohm, V0 1.414 V
low-k (2 films): 300 nm, 0.30 W/(m K), C 1.20 MJ/(m3 K)
cap (2 films): 50 nm, 1.50 W/(m K), C 2.00 MJ/(m3 K)
each interface: 10.0 m2 K/GW
silicon: 140 W/(m K), C 1.65 MJ/(m3 K)
current 100 Hz: theta = 4.2012 -0.0400 i K
current 1000 Hz: theta = 4.1473 -0.0764 i K
current 10000 Hz: theta = 4.0440 -0.4206 i K
current 100000 Hz: theta = 2.1778 -1.7530 i K
all following values at 1000 Hz current unless stated
thermal length in silicon 82.2 um
bare silicon theta = 0.1693 -0.0356 i K
|theta| = 4.1480 K; k_B|theta| = 0.3574 meV
third-harmonic voltage |V3| = 8.799 mV
silicon conductivity from 100-1000 Hz slope 136.04 W/(m K)
series film resistance 2106.7 m2 K/GW
apparent film resistance 1989.0 m2 K/GW
deficit 5.59 %; no lateral film conduction 0.043 %
deficit with caps' in-plane value lowered to low-k 3.91 %
uniform-film law for same total thickness 3.80 %
low-k conductivity inferred without spreading 0.3188 W/(m K)
metal: 200 nm, C 2.50 MJ/(m3 K)
neglected heater heat capacity: real -0.065 %, imag -1.301 % of |theta|
heater at uniform temperature: real -2.351 %, imag +0.041 % of |theta|
finite heater length: real -0.110 %, imag +0.066 % of |theta|
wafer thickness 700 um
100 Hz, wafer back held cold: real +0.013 %, imag -0.022 % of |theta|
100 Hz, wafer back insulated: real -0.013 %, imag +0.022 % of |theta|
air: 0.026 W/(m K), C 1.20 kJ/(m3 K)
air above surface: real -1.075 %, imag -0.001 % of |theta|
black-body radiation at 300 K: real -0.001 %, imag +0.000 % of |theta|
low-k in-plane conductivity raised by half: real -0.498 %, imag +0.009 % of |theta|
steady temperature rise 4.241 K = 1.41 % of 300 K
steady resistance rise alpha*T = 1.27 %
silicon grey mean free path 39.8 nm at sound speed 6400 m/s
largest field across films 0.0202 MV/cm
```
